# Memory and arithmetic cost of spin-free and two-component X2C

## The estimate from dimension and number type

A dense square matrix of dimension $N$ has $N^2$ entries, and multiplying two of them takes $N^3$ steps of the form "multiply two entries and add the result to a third". The number type fixes the storage per entry and, if each step is carried out entry by entry, the arithmetic per step. The cost of dense matrix algebra therefore has the form

$$
\text{memory}=\mu N^2,\qquad \text{work}=\kappa\,a N^3 ,
$$

where $\mu$ is the number of bytes per entry, $a$ the number of real operations per multiply-add, and $\kappa$ a number set by the algorithm. When the same algorithm runs on two kinds of matrix, $\kappa$ cancels from the ratio.

Take $n$ real scalar basis functions. A spin-free calculation has $N=n$ and real entries. A two-component calculation attaches spin up and spin down to each function, so $N=2n$, and spin–orbit coupling makes the entries complex. In double precision a real number takes 8 bytes and a complex number 16, so

$$
\frac{16\,(2n)^2}{8\,n^2}=2\cdot4=8 .
$$

One flop here means one real multiplication or addition. A real multiply-add costs 2 flops. A complex product $(a+ib)(c+id)=(ac-bd)+i(ad+bc)$ takes 4 multiplications and 2 additions, and adding it to a complex number takes 2 more additions, 8 flops in all. Hence

$$
\frac{8\,(2n)^3}{2\,n^3}=4\cdot8=32 .
$$

Without a magnetic field or another time-odd term, time reversal ties the spin-down rows of each matrix to the spin-up rows. Half of each matrix is then redundant, and half of each product need not be computed. The factors become 4 and 16.

It remains to show that every step of exact two-component (X2C) theory fits this pattern, that the symmetry survives all steps, and how large the spin-free work is. The setting is the one-electron X2C construction with classical dense matrix multiplication and no point-group blocking. Integral evaluation is not counted. Hartree atomic units are used, and $c$ is the speed of light.

## Where the spin enters

With the rest energy subtracted, the Dirac equation for the large component $\psi_L$ and small component $\psi_S$ is

$$
V\psi_L+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_S=E\psi_L,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S .
$$

Write $\psi_S=(2c)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi$ and expand $\psi_L$ and $\chi$ in the same basis, with coefficients $C_L$ and $C_S$. Since $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, the coupling in the first equation becomes $\tfrac12p^2\chi=T\chi$. Multiply the second equation from the left by $(2c)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p$. Its terms become $T\psi_L$, then $W\chi/4c^2$ with $W=(\boldsymbol\sigma\!\cdot\!\mathbf p)V(\boldsymbol\sigma\!\cdot\!\mathbf p)$, then $-2c^2p^2\chi/4c^2=-T\chi$, and on the right $E\,T\chi/2c^2$. In matrix form, with overlap $S$,

$$
\begin{pmatrix}V&T\\T&W/4c^2-T\end{pmatrix}
\begin{pmatrix}C_L\\C_S\end{pmatrix}
=\begin{pmatrix}S&0\\0&T/2c^2\end{pmatrix}
\begin{pmatrix}C_L\\C_S\end{pmatrix}E .
$$

Spin appears in $W$ alone. From $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$,

$$
W=\sum_{ij}\sigma_i\sigma_j\,p_iVp_j
=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p).
$$

The matrix element of $p_iVp_j$ between real functions $a$ and $b$ is $\langle\partial_ia|V|\partial_jb\rangle$, because the factors $-i$ and its conjugate multiply to 1. It is real, so

$$
W=W_0+i(\sigma_xW_x+\sigma_yW_y+\sigma_zW_z)
$$

with four real $n\times n$ matrices. $W_0$ is symmetric. The other three are antisymmetric, because exchanging $a$ and $b$ exchanges $i$ and $j$ in $\epsilon_{ijk}$. Dropping them gives the spin-free scheme, in which the blocks $S$, $T$, $V$ and $W_0$ are real and of dimension $n$. The two-component scheme run without them returns two copies of the spin-free Hamiltonian, at the full complex price if the code does not notice. The cost depends on the presence of the spin-dependent term and not on its size: weak spin–orbit coupling is as expensive as strong coupling.

## What time reversal saves

In a real basis time reversal is $\Theta=JK$, where $K$ is complex conjugation and

$$
J=-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix}
$$

acts on spin. A matrix $M$ commutes with $\Theta$ if $MJK=JKM=JM^*K$, that is, if $MJ=JM^*$. For spin blocks $A,B,C,D$ this reads

$$
\begin{pmatrix}B&-A\\D&-C\end{pmatrix}
=\begin{pmatrix}-C^*&-D^*\\A^*&B^*\end{pmatrix},
\qquad\text{so}\qquad
M=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix}.
$$

$W$ has this form, with $A=W_0+iW_z$ and $B=W_y+iW_x$. Storing $A$ and $B$ takes $2\cdot16n^2=32n^2$ bytes, four times the spin-free $8n^2$.

The form survives the operations needed below.

- Products: $M_1M_2J=M_1JM_2^*=J(M_1M_2)^*$.
- Inverses: multiplying $MJ=JM^*$ by $M^{-1}$ from the left and $(M^*)^{-1}$ from the right gives $J(M^{-1})^*=M^{-1}J$.
- Adjoints: the adjoint of $MJ=JM^*$, with $J^\dagger=-J$, is $JM^\dagger=(M^\dagger)^*J$. Its complex conjugate is the required relation for $M^\dagger$.
- The inverse square root of a positive Hermitian matrix is a polynomial in that matrix with real coefficients, so it inherits the form from sums and products.
- Cholesky factors: only $S$ and $T$ are factorized below. They are real and diagonal in spin, and so are their factors. The complex Cholesky factor of a general matrix of this form, in spin-block order, does not keep the form.
- Eigenvectors: if $v$ is an eigenvector of a Hermitian $M$, so is $\Theta v$, with the same eigenvalue and orthogonal to $v$. The matrix of eigenvectors has the form if its columns are chosen as pairs $(v,\Theta v)$. A general complex eigensolver does not make this choice.

The decoupling matrix $X$ is defined by $C_S=XC_L$ for all positive-energy solutions. $\Theta$ maps these solutions among themselves, so $JX^*J^{-1}$ satisfies the same definition. Since $C_L$ is invertible, $X$ is unique, and $XJ=JX^*$.

The product of two such matrices needs its upper row only:

$$
(A_1,B_1)(A_2,B_2)=(A_1A_2-B_1B_2^*,\;A_1B_2+B_1A_2^*).
$$

These are four complex products of dimension $n$, costing $4\cdot8n^3=32n^3$ flops. The unstructured complex product costs $8(2n)^3=64n^3$ and the real one $2n^3$.

For $1\times1$ blocks this is the multiplication rule of quaternions. A Kramers-symmetric matrix is thus an $n\times n$ matrix of quaternions, each with four real components. The dimension is back to $n$, but a quaternion multiply-add costs four complex products (24 flops), two complex additions (4) and the accumulation (4), which is 32 flops. The gain from halving the dimension, a factor of 8, is largely spent on dearer entries, a factor of 4. What remains is a factor of 2.

## An X2C algorithm that can be counted

The algorithm below works for real, complex and quaternion entries alike. Factorize $S=L_SL_S^\dagger$ and $T/2c^2=L_TL_T^\dagger$ with lower triangular factors (Cholesky), and set $K_S=L_S^{-1}$, $K_T=L_T^{-1}$. With $C_L=K_S^\dagger U_L$ and $C_S=K_T^\dagger U_S$ the metric becomes the unit matrix. The blocks of the Dirac matrix become

$$
D_{LL}=K_SVK_S^\dagger,\qquad
D_{SL}=K_TTK_S^\dagger=2c^2L_T^\dagger K_S^\dagger,
$$

$$
D_{SS}=\frac{K_TWK_T^\dagger}{4c^2}-2c^2 ,
$$

where $T=2c^2L_TL_T^\dagger$ was used twice. Diagonalize, and keep the positive-energy vectors $(U_L,U_S)$ with their energies $E$. They are orthonormal, $U_L^\dagger U_L+U_S^\dagger U_S=1$.

In this basis the decoupling matrix is $X'=U_SU_L^{-1}$. Define $\mathcal M=U_LU_L^\dagger$. Then

$$
1+X'^\dagger X'=U_L^{-\dagger}(U_L^\dagger U_L+U_S^\dagger U_S)U_L^{-1}
=(U_LU_L^\dagger)^{-1}=\mathcal M^{-1}.
$$

The large components alone are not normalized. The two-component vectors that carry the full norm are

$$
\phi=(1+X'^\dagger X')^{1/2}U_L=\mathcal M^{-1/2}U_L ,
$$

and $\phi\phi^\dagger=\mathcal M^{-1/2}\mathcal M\mathcal M^{-1/2}=1$. The Hamiltonian with these eigenvectors and the energies $E$ is $\phi E\phi^\dagger$. In the original basis,

$$
h=L_S\,\phi E\phi^\dagger L_S^\dagger,\qquad
X=K_T^\dagger\,U_SU_L^\dagger\mathcal M^{-1}L_S^\dagger .
$$

The first follows because $C=L_S^{-\dagger}\phi$ gives $hC=L_S\phi E=SCE$. The second uses $X=C_SC_L^{-1}=K_T^\dagger X'L_S^\dagger$ and $U_L^{-1}=U_L^\dagger\mathcal M^{-1}$.

The result does not depend on the choice of $L_S$. If $S^{1/2}$ replaces it, as in symmetric orthonormalization, $U_L$ turns into $Q^\dagger U_L$ with the unitary matrix $Q=L_S^{-1}S^{1/2}$, and $\phi$ into $Q^\dagger\phi$. Since $S^{1/2}Q^\dagger=SL_S^{-\dagger}=L_S$, the same $h$ results.

## The spin-free work

The counts below keep the terms in $n^3$.

**Products.** The Dirac matrix takes five: two for $D_{LL}$, one for $D_{SL}$, two for $D_{SS}$. The Hamiltonian takes six: $\mathcal M$, the assembly of $\mathcal M^{-1/2}$ from its eigenvectors, $\phi$, $\phi E\phi^\dagger$, and two with $L_S$. $X$ takes five: $U_SU_L^\dagger$, $\mathcal M^{-1}=(\mathcal M^{-1/2})^2$, their product, and two for the change of basis. Sixteen products at $2n^3$ flops give $32n^3$.

**Triangular steps.** Cholesky factorization updates the lower half of a trailing block of dimension $m$ once for each column. This takes $\sum_m m^2/2\simeq n^3/6$ multiply-adds, or $n^3/3$ flops. The inverse of $L$ follows row by row from

$$
K_{ij}=-\frac1{L_{ii}}\sum_{k=j}^{i-1}L_{ik}K_{kj}\quad(i>j),
$$

with about $n^3/6$ index triples $j\le k<i$, again $n^3/3$ flops. Two factorizations and two inverses cost $\tfrac43n^3$.

**Reduction to tridiagonal form.** A Householder reflection $H=1-\beta vv^\dagger$, with $\beta=2/v^\dagger v$, removes one column below its subdiagonal entry. With $p=\beta Av$,

$$
HAH=A-vp^\dagger-pv^\dagger+\beta(v^\dagger p)vv^\dagger
=A-vw^\dagger-wv^\dagger,
$$

$$
w=p-\tfrac12\beta(v^\dagger p)v .
$$

The last term of the first form has been shared equally between the other two; $v^\dagger p$ is real because $A$ is Hermitian. For trailing dimension $m$, the vector $Av$ costs $m^2$ multiply-adds. The update costs two for each of the $m^2/2$ entries of the lower half. Summing $2m^2$ up to $N$ gives $\tfrac23N^3$ multiply-adds, or $\tfrac43N^3$ flops. The spin-free Dirac matrix has $N=2n$, hence $\tfrac{32}3n^3$.

The subdiagonal entries $t_j$ may be complex or quaternion. Unit factors defined by $q_1=1$ and $q_{j+1}=t_jq_j/|t_j|$ make them real, since $q_{j+1}^*t_jq_j=|t_j|$. Where $t_j=0$ the matrix splits into two blocks, and $q_{j+1}=1$ will do. In exact arithmetic such a zero must occur in the complex scheme with time-reversal symmetry, because a Hermitian tridiagonal matrix without zero subdiagonal entries has no degenerate eigenvalues. In floating point, rounding can hide it: for random matrices of this form it shows at dimension 20, while at dimension 84 the smallest $|t_j|$ is of order $10^{-3}$ of the largest. The remaining tridiagonal problem is real for every number type. Solvers with work of order $N^2$ exist for it, and it is left out of the count.

**Back-transformation.** Applying a reflection of length $m$ to $k$ vectors costs $2mk$ multiply-adds. Summed over $m$ this is $kN^2$, or $2kN^2$ flops. The $n$ positive-energy vectors of the Dirac matrix cost $2n(2n)^2=8n^3$. The matrix $\mathcal M$ has $N=k=n$, and its reduction and back-transformation cost $\tfrac43n^3+2n^3=\tfrac{10}3n^3$.

The total is

$$
\left(32+\tfrac43+\tfrac{32}3+8+\tfrac{10}3\right)n^3=\tfrac{166}3\,n^3\approx55.3\,n^3 .
$$

Each cubic term consists of multiply-adds between general entries. The replacement of 2 flops by 8 at doubled dimension, or by 32 at unchanged dimension, therefore applies to the whole sum:

$$
F_{\text{complex}}\simeq32\cdot\tfrac{166}3n^3,\qquad
F_{\text{Kramers}}\simeq16\cdot\tfrac{166}3n^3 .
$$

The prefactor belongs to this algorithm. The ratios hold for any algorithm whose cubic steps are of this kind, with each multiply-add carried out entry by entry.

The numerical check counts each real operation of these cubic steps as it is executed. The cubic coefficients it extracts are 55.3333, 1770.6667 and 885.3333, with ratios 32.000 and 16.000.

## Comparison for a molecule

The example is H$_2$Te with both Te–H distances equal to 3.1 bohr and a right angle between them. The nuclei are bare point charges, electron repulsion is absent, and the even-tempered basis of $n=42$ functions is coarse. It serves for counting, not for accurate energies.

One spin-free matrix takes $8\cdot42^2=14\,112$ bytes. The unstructured complex one takes $16\cdot84^2=112\,896$ bytes and the Kramers form $32\cdot42^2=56\,448$ bytes. The Dirac matrix has twice the dimension and takes four times as much in each scheme.

For the work, $42^3=74\,088$ and the leading law gives $55.33\cdot74\,088\approx4.10$ Mflop.

| Scheme | Leading law (Mflop) | Counted (Mflop) | Counted ratio |
|---|---:|---:|---:|
| spin-free | 4.10 | 4.12 | 1 |
| complex | 131.2 | 131.2 | 31.87 |
| Kramers | 65.6 | 65.4 | 15.90 |

Terms of lower order in $n$ shift the counted ratios by less than one per cent from 32 and 16. All three Hamiltonians agree with a separately coded standard X2C construction to about $10^{-14}$, relative to the largest element of $h$.

At $n=2000$ the leading law gives $55.33\cdot8\times10^9\approx0.443$ Tflop for the spin-free scheme. At an assumed rate of 50 Gflop/s this takes about 9 s, against 283 s for the complex and 142 s for the Kramers scheme. The Dirac matrix occupies 128, 1024 and 512 MB. These are ideal times. Real times follow the flop ratios only if all three codes reach the same rate.

The one-electron ion Te$^{51+}$ shows what the extra cost buys. Two-component X2C puts its $2p_{1/2}$ level at $-354.47$ hartree and its $2p_{3/2}$ level at $-341.09$ hartree. The basis for this ion is a separate one of twelve even-tempered $p$ shells. The construction reproduces the energies $E$ of the matrix Dirac problem exactly, so any deviation from the Dirac formula for a point nucleus is basis error. That formula gives $-354.48$ and $-341.10$ hartree, so each computed level lies about 0.01 hartree too high. The two errors largely cancel in the splitting of 13.38 hartree, which differs from the Dirac value by about 0.002 hartree. The spin-free scheme has a single $2p$ level at $-345.36$ hartree. It carries a similar basis error: larger bases lower it to $-345.37$ hartree and change its distance from the average below by less than 0.001 hartree.

That level is not the average of the split levels weighted by their degeneracies 2 and 4:

$$
\frac{2(-354.47)+4(-341.09)}6\approx-345.55\ \text{hartree}.
$$

To first order in $W_x,W_y,W_z$ the change of $h$ is linear in the Pauli matrices. Its trace over the six degenerate spin-free states vanishes, and the average stays put. The difference of about 0.2 hartree is therefore an effect of second and higher order in the spin-dependent term.

## Where the factors change

**Time-odd terms.** A magnetic or exchange field acting on spin does not commute with $\Theta$. The lower spin blocks then carry independent information, and the factors return to 8 and 32. In the H$_2$Te example the deviation of $h$ from the Kramers form is about $10^{-14}$ of its largest element. Adding $0.1\,\sigma_zS$ hartree to $V$ raises it to $1.7\times10^{-5}$: small on that scale, but nine orders of magnitude above rounding. The number is 0.2 hartree divided by the largest element of $h$, which the tightest basis function sets; two more tight $s$ functions on Te lower it to $1.4\times10^{-6}$.

**Spin-free factors.** The count treats every matrix as general, although $S$, $T$ and $V$ are real and diagonal in spin. Their factorizations can be done once in real arithmetic. A product of a real spin-free matrix with a general complex one needs two real products for each of four spin blocks, $4\cdot2\cdot2n^3=16n^3$ flops, which is 8 times the real cost instead of 32. With Kramers symmetry two blocks suffice and the factor is 4. In the algorithm above, $\tfrac{22}3n^3$ of the spin-free work (the triangular steps, $D_{LL}$ and $D_{SL}$) stays real, $12n^3$ (six products) has one real factor, and $36n^3$ is general. The overall ratios drop to about 22.7 and 11.4.

**The tridiagonal problem.** Suppose its solver has cubic cost, with the same law at both dimensions, and takes a fraction $\tau$ of the spin-free work. Its arithmetic stays real. If the tridiagonal matrix is solved as a single block, the work grows by $2^3=8$ in the complex scheme and not at all in the Kramers scheme. The overall ratios become

$$
32(1-\tau)+8\tau=32-24\tau,\qquad 16(1-\tau)+\tau=16-15\tau .
$$

**Fewer real products.** A complex matrix product $(A+iB)(C+iD)$ can be formed from three real matrix products, $AC$, $BD$ and $(A+B)(C+D)$, and a quaternion matrix product from eight instead of sixteen, at the price of extra additions of order $N^2$. For matrix products the factors then fall to 24 and 8. Matrix–vector steps gain nothing at leading order, because there the extra additions are of the same order as the products.

**Packed storage.** If only the independent real numbers of a Hermitian matrix are kept, the spin-free matrix needs $n(n+1)/2$ and the complex one $(2n)^2=4n^2$. The Kramers form has one symmetric and three antisymmetric components, $n(n+1)/2+3n(n-1)/2=2n^2-n$ numbers. The memory ratios are then $8n/(n+1)$ and $(4n-2)/(n+1)$, which tend to 8 and 4 for large $n$.

## Values computed for the example and the checks

```
Flops per multiply-add: {'real': 2, 'complex': 8, 'quaternion': 32}
Cubic coefficients (flops/n^3): spin-free, complex, Kramers
  matrix product: 2.0000, 64.0000, 32.0000
  Cholesky: 0.3333, 10.6667, 5.3333
  triangular inverse: 0.3333, 10.6667, 5.3333
  Householder reduction: 1.3333, 42.6667, 21.3333
  reduction + all vectors: 3.3333, 106.6667, 53.3333
  full X2C construction: 55.3333, 1770.6667, 885.3333
Leading work ratios: complex 32.000, Kramers 16.000
H2Te basis functions n = 42
H2Te spin-free: one matrix 14112 bytes, Dirac matrix 56448 bytes
  counted work 4.116 Mflop, ratio 1.000, leading law 4.100 Mflop
H2Te complex: one matrix 112896 bytes, Dirac matrix 451584 bytes
  counted work 131.161 Mflop, ratio 31.869, leading law 131.185 Mflop
H2Te Kramers: one matrix 56448 bytes, Dirac matrix 225792 bytes
  counted work 65.422 Mflop, ratio 15.896, leading law 65.593 Mflop
Largest relative error of h against standard X2C: 9.8e-15
Relative Kramers defect of h, no time-odd term: 9.5e-15
Same with time-odd term of 0.1 hartree: 1.7e-05
Te51+ 2p1/2 level, X2C: -354.467 hartree
Te51+ 2p3/2 level, X2C: -341.090 hartree
Te51+ 2p level, spin-free X2C: -345.363 hartree
Te51+ 2p splitting, X2C: 13.377 hartree
Te51+ 2p splitting, Dirac formula: 13.379 hartree
Extrapolation: n = 2000, assumed rate 50 Gflop/s
  spin-free: Dirac matrix 128 MB, work 0.443 Tflop, time 8.9 s
  complex: Dirac matrix 1024 MB, work 14.165 Tflop, time 283.3 s
  Kramers: Dirac matrix 512 MB, work 7.083 Tflop, time 141.7 s
```
